\section*{The radial equation on a logarithmic grid without a first derivative, part 1}

(Sections cited here and not found follow in the second part.)

\section{The transformed equation}

\subsection{Result and conventions}

Let $P(r)=rR(r)$ be the radial function of one electron with angular momentum $l$ in a local central potential $V(r)$. In Hartree atomic units it satisfies
\begin{equation}
-\frac12\frac{d^2P}{dr^2}+\left[\frac{l(l+1)}{2r^2}+V(r)\right]P=EP,
\qquad r>0. \label{radial}
\end{equation}
With the substitutions
\begin{equation}
r=\frac{e^{\rho}}{Z},\qquad P(r)=\sqrt r\,u(\rho), \label{subs}
\end{equation}
this equation is equivalent to
\begin{equation}
\boxed{\;\frac{d^2u}{d\rho^2}=g(\rho)\,u,\qquad
g(\rho)=\left(l+\tfrac12\right)^2+2r^2\,[V(r)-E]\;} \label{main}
\end{equation}
where $r$ on the right stands for $e^\rho/Z$. There is no first derivative, and $l(l+1)$ has become $(l+\frac12)^2$.

Lengths are in bohr and energies in hartree. The number $Z>0$ is dimensionless and is taken as the nuclear charge. Any other positive number would do, because changing $Z$ at fixed $r$ only adds a constant to $\rho$. A dot denotes $d/d\rho$. The half line $0<r<\infty$ becomes the whole line $-\infty<\rho<\infty$, and equal steps in $\rho$ are equal ratios in $r$.

The identity holds for every real $E$ and every local $V$. For bound states we assume in addition that $rV(r)$ stays finite as $r\to0$, that $P(0)=0$, and that $P$ decays at large $r$.

\subsection{Derivation}

From $\rho=\ln(Zr)$ we have $d\rho/dr=1/r$. The first derivative of $P$ is therefore $dP/dr=\dot P/r$. In the second derivative the factor $1/r$ must be differentiated too:
\begin{align}
\frac{d^2P}{dr^2}
&=\frac{d}{dr}\left(\frac1r\right)\dot P+\frac1r\,\frac{d\dot P}{dr}\nonumber\\
&=-\frac{1}{r^2}\dot P+\frac{1}{r^2}\ddot P
=\frac{\ddot P-\dot P}{r^2}. \label{chain}
\end{align}
The logarithmic variable alone thus produces a first derivative. To remove it, write $P=r^a u$ with a power $a$ still to be chosen. Since $dr/d\rho=r$, the prefactor obeys $d(r^a)/d\rho=a\,r^a$, and
\begin{align}
\dot P&=r^a(\dot u+au),\\
\ddot P&=r^a(\ddot u+a\dot u)+a\,r^a(\dot u+au)
=r^a(\ddot u+2a\dot u+a^2u).
\end{align}
Subtracting the first line from the second gives
\begin{equation}
r^2\frac{d^2P}{dr^2}
=r^a\left[\ddot u+(2a-1)\dot u+a(a-1)u\right]. \label{power}
\end{equation}
The coefficient of $\dot u$ vanishes for $a=\frac12$, and then $a(a-1)=-\frac14$:
\begin{equation}
r^2\frac{d^2P}{dr^2}=\sqrt r\left(\ddot u-\tfrac14u\right). \label{quarter}
\end{equation}

Now multiply Eq.~\eqref{radial} by $-2r^2$ and collect the terms in $P$:
\begin{equation}
r^2\frac{d^2P}{dr^2}=\left[l(l+1)+2r^2(V-E)\right]P.
\end{equation}
Insert Eq.~\eqref{quarter} on the left and $P=\sqrt r\,u$ on the right, divide by $\sqrt r$, and move $-\frac14u$ to the right:
\begin{equation}
\ddot u=\left[l(l+1)+\tfrac14+2r^2(V-E)\right]u.
\end{equation}
Because $l^2+l+\frac14=(l+\frac12)^2$, this is Eq.~\eqref{main}. The map $r\leftrightarrow\rho$ is smooth and one to one for $r>0$, and $\sqrt r$ has no zero there. Every step can be reversed, so the two equations have the same solutions.

A prefactor more general than a power gives nothing new. With $P=f(\rho)u$,
\begin{equation}
\ddot P-\dot P=f\ddot u+(2\dot f-f)\dot u+(\ddot f-\dot f)u ,
\end{equation}
and the middle term vanishes for all $u$ if and only if $\dot f=f/2$. This means $f=Ce^{\rho/2}$, which is $\sqrt r$ up to a constant factor.

\subsection{Where the quarter comes from}

The added $\frac14$ is a property of the variables and represents no additional force. Near the nucleus the potential term drops out of $r^2P''$, and a trial power $P=r^s$ requires
\begin{equation}
s(s-1)=l(l+1)\quad\Longleftrightarrow\quad
\left(s-\tfrac12\right)^2=\left(l+\tfrac12\right)^2 .
\end{equation}
The two exponents, $s=l+1$ and $s=-l$, lie symmetrically about $s=\frac12$. Taking out $\sqrt r$ moves this midpoint to zero, and the exponents of $u$ become $\pm(l+\frac12)$. An equation $\ddot u=cu$ in $\rho$, with constant $c$ and no first derivative, always has such a symmetric pair of exponents $\pm\sqrt c$.

The same point can be seen for an arbitrary smooth, increasing grid function $r(\rho)$. This case is useful when a program offers several grids. Let $J=dr/d\rho$, put $P=\sqrt J\,u$, and define $b=\dot J/(2J)$. Then
\begin{align}
\frac{dP}{dr}&=\frac1J\frac{d}{d\rho}\left(\sqrt J\,u\right)
=J^{-1/2}(\dot u+bu),\\
\frac{d^2P}{dr^2}&=\frac1J\,J^{-1/2}
\left[\ddot u+\dot b u+b\dot u-b(\dot u+bu)\right]\nonumber\\
&=J^{-3/2}\left[\ddot u+(\dot b-b^2)u\right],
\end{align}
where $d(J^{-1/2})/d\rho=-bJ^{-1/2}$ was used. The radial equation becomes
\begin{equation}
\ddot u=\left\{b^2-\dot b+J^2\left[\frac{l(l+1)}{r^2}+2(V-E)\right]\right\}u.
\label{general}
\end{equation}
For $r=e^\rho/Z$ we have $J=r$, $b=\frac12$ and $\dot b=0$, so Eq.~\eqref{main} returns. For the shifted grid $r=(e^\rho-1)/Z$, which starts at the nucleus for $\rho=0$, $b$ is still $\frac12$ but $J=r+1/Z$. The centrifugal term is then $l(l+1)J^2/r^2$, and the quarter does not combine with it into $(l+\frac12)^2$. The compact form must not be carried over to that grid.

\subsection{Behaviour at the two ends}

As $\rho\to-\infty$, $r^2V=r(rV)$ tends to zero because $rV$ is finite, and $r^2E$ vanishes as well. Equation~\eqref{main} reduces to $\ddot u=(l+\frac12)^2u$, with solutions $e^{\pm(l+1/2)\rho}$. The physical one is
\begin{equation}
u\propto e^{(l+1/2)\rho},\qquad P\propto r^{l+1}.
\end{equation}
The other solution grows towards the nucleus. For $l=0$ it corresponds to $P\to$ constant, which is square integrable near $r=0$; it is the condition $P(0)=0$, not normalization, that excludes it. In terms of $u$ the rule is the same for every $l$: $u$ must vanish as $\rho\to-\infty$.

The next term in the series is useful for starting values. Let $rV\to-v$ at the nucleus, with a correction of order $r$, and write $P\propto r^{l+1}(1+cr+\cdots)$. The terms of order $r^{l+2}$ in $r^2P''=[l(l+1)-2vr+\cdots]P$ give
\begin{equation}
(l+2)(l+1)c=l(l+1)c-2v
\quad\Longrightarrow\quad c=-\frac{v}{l+1}.
\end{equation}
Since $u=P/\sqrt r$, the logarithmic slope is
\begin{equation}
\frac{d\ln|u|}{d\rho}=l+\frac12-\frac{vr}{l+1}+O(r^2). \label{slope}
\end{equation}

If $r^2V$ tended to a nonzero constant $-\gamma$, Eq.~\eqref{main} would still hold, but the exponents would become $\pm[(l+\frac12)^2-2\gamma]^{1/2}$. For $2\gamma>(l+\frac12)^2$ they are imaginary, and decay no longer selects a solution. The assumption on $rV$ excludes this case.

At large $r$, let $V$ fall off as a Coulomb tail or as a higher power of $1/r$, take $E<0$, and set $\kappa=\sqrt{-2E}$. Then $g\simeq\kappa^2r^2$, and $u$ falls as $e^{-\kappa r}$ up to powers of $r$; as a function of $\rho$ this is the exponential of an exponential. For $E=k^2/2>0$, in contrast, $g\simeq-k^2r^2$. The wavelength in $\rho$ is $2\pi/(kr)$, which shrinks without limit, so a fixed step in $\rho$ cannot follow a continuum function to large distance.

\subsection{Normalization and matrix elements}

The volume element also changes. With $dr=r\,d\rho$ and $P^2=ru^2$,
\begin{equation}
\int_0^\infty P^2\,dr=\int_{-\infty}^{\infty}r^2u^2\,d\rho,
\qquad
\langle F\rangle=\frac{\int r^2F(r)\,u^2\,d\rho}{\int r^2u^2\,d\rho}.
\label{measure}
\end{equation}
One factor of $r$ comes from $P^2$ and one from $dr$. The same weight appears in orthogonality. For two bound states $u_1,u_2$ with the same $l$, Eq.~\eqref{main} gives
\begin{equation}
\frac{d}{d\rho}(u_1\dot u_2-u_2\dot u_1)
=u_1\ddot u_2-u_2\ddot u_1=2r^2(E_1-E_2)u_1u_2 .
\end{equation}
The left side integrates to zero, so $\int r^2u_1u_2\,d\rho=0$ when $E_1\ne E_2$.

For the kinetic energy, $dP/dr=r^{-1/2}(\dot u+\frac12u)$, and hence
\begin{align}
\int\left(\frac{dP}{dr}\right)^2dr
&=\int\left(\dot u+\tfrac12u\right)^2d\rho\nonumber\\
&=\int\left(\dot u^2+\tfrac14u^2\right)d\rho
+\left[\tfrac12u^2\right]_{-\infty}^{\infty}.
\end{align}
The bracket vanishes for a bound state. The quarter is therefore part of the radial kinetic energy $\frac12\int(dP/dr)^2dr$, and it must be counted there when energy contributions are listed separately.

If a nonlocal exchange term $X(r)$ is added to the left side of Eq.~\eqref{radial}, then $P''$ gains $2X$. Multiplication by $r^2$ and division by $\sqrt r$ turn this into a source, $\ddot u=gu+2r^{3/2}X$.

\subsection{Coulomb potential and a wrong coefficient}

For $V=-Z/r$ set $x=Zr=e^\rho$. Then $2r^2V=-2x$ and $2r^2E=2(E/Z^2)x^2$, so
\begin{equation}
g=\left(l+\tfrac12\right)^2-2e^\rho-\frac{2E}{Z^2}e^{2\rho}. \label{coul}
\end{equation}
One equation in $\rho$ serves all nuclear charges, with energies proportional to $Z^2$.

To find the nodeless level, try $u=x^se^{-\beta x}$ with $s,\beta>0$. Because $\dot x=x$, we have $\dot u=(s-\beta x)u$ and
\begin{equation}
\ddot u=\left[(s-\beta x)^2-\beta x\right]u
=\left[s^2-(2s+1)\beta x+\beta^2x^2\right]u. \label{trial}
\end{equation}
Comparison with Eq.~\eqref{coul} gives $s=l+\frac12$, $\beta=1/(s+\frac12)$ and
\begin{equation}
E=-\frac{Z^2\beta^2}{2}=-\frac{Z^2}{2(s+\frac12)^2}
=-\frac{Z^2}{2(l+1)^2}. \label{level}
\end{equation}

Suppose now that $l(l+1)$ is left in place of $(l+\frac12)^2$. For $l\ge1$ the calculation is unchanged except that $s=\sqrt{l(l+1)}$. For $l=1$ the level moves from $-Z^2/8$ to $-Z^2/[2(\frac12+\sqrt2)^2]$. With $Z=10$ this is $-13.645$ instead of $-12.5$ hartree, an error of $9.2\%$ relative to the correct level, which no refinement of the grid removes. For $l=0$ the solutions at $\rho\to-\infty$ would be $1$ and $\rho$. Neither vanishes there, so the rule $u\to0$ cannot be met. A grid calculation with $u=0$ at a finite $\rho_{\min}$ still returns a level, but one that depends on the wall: for $Z=10$ it is $-140.6$, $-168.3$ and $-183.7$ hartree at $\rho_{\min}=-12$, $-24$ and $-48$. It drifts slowly towards $-2Z^2$, the energy of the bounded solution $u=e^{-2x}$, which is Eq.~\eqref{trial} with $s=0$.

\section{Numerical solution and worked example}

\subsection{Quantities carried over}

The function to be computed is $u(\rho)=P/\sqrt r$ with $r=e^\rho/Z$, in Hartree atomic units. It obeys $\ddot u=gu$ with $g=(l+\frac12)^2+2r^2(V-E)$, vanishes at both ends, and is normalized by $\int r^2u^2\,d\rho=1$. Near the nucleus $u\propto r^{l+1/2}[1-vr/(l+1)]$, where $v=-\lim_{r\to0} rV$. Dots are derivatives with respect to $\rho$, and $u^{(k)}$ is the $k$th such derivative.

\subsection{Numerov's rule}

Take points $\rho_i=\rho_{\min}+ih$ for $i=0,\dots,N+1$. In $r$ the local spacing is about $hr$. Define $\delta^2u_i=u_{i+1}-2u_i+u_{i-1}$. In the Taylor series of $u_{i+1}+u_{i-1}$ the odd derivatives cancel, and
\begin{equation}
\delta^2u=h^2\ddot u+\frac{h^4}{12}u^{(4)}+\frac{h^6}{360}u^{(6)}+O(h^8).
\end{equation}
The same formula applied to $\ddot u$ gives $\delta^2\ddot u=h^2u^{(4)}+\frac{1}{12}h^4u^{(6)}+O(h^6)$, so that
\begin{equation}
h^2\left(1+\frac{\delta^2}{12}\right)\ddot u
=h^2\ddot u+\frac{h^4}{12}u^{(4)}+\frac{h^6}{144}u^{(6)}+O(h^8).
\end{equation}
On subtraction the fourth derivatives cancel. The remaining coefficient is $\frac1{360}-\frac1{144}=\frac{2-5}{720}=-\frac1{240}$:
\begin{equation}
\delta^2u=h^2\left(1+\frac{\delta^2}{12}\right)\ddot u
-\frac{h^6}{240}u^{(6)}+O(h^8). \label{numerov}
\end{equation}
Replacing $\ddot u$ by $gu$ and dropping the remainder gives Numerov's rule. Written out, it is
\begin{align}
\left(1-\frac{h^2g_{i+1}}{12}\right)u_{i+1}
={}&\left(2+\frac{10h^2g_i}{12}\right)u_i\nonumber\\
&-\left(1-\frac{h^2g_{i-1}}{12}\right)u_{i-1}. \label{march}
\end{align}
This is where the missing first derivative pays off. With a term in $\dot u$, the second derivative at a grid point would not be known from $u$ at that point alone, and the replacement $\ddot u\to gu$ would fail.

For outward integration the series at the nucleus supplies the starting ratio
\begin{equation}
\frac{u_0}{u_1}\simeq e^{-(l+1/2)h}\,
\frac{1-vr_0/(l+1)}{1-vr_1/(l+1)} .
\end{equation}
Inward integration is conveniently started where $h^2g/12<1$. Farther out the coefficients $1-h^2g/12$ in Eq.~\eqref{march} are negative, and the computed tail alternates in sign from point to point. With $g\simeq\kappa^2r^2$ the limit is $\kappa r=\sqrt{12}/h$. For $h=0.03$ this is $\kappa r\simeq115$, where the tail factor $e^{-\kappa r}$ is already negligible.

The radial equation now has a form without a first derivative, and Numerov's rule and its starting values are in place. It remains to compute the levels from a symmetric matrix problem, estimate the errors from the step and the inner wall, and test the method on Coulomb and screened potentials.
